# Ground subband of a 3 nm silicon film with finite oxide barriers

## Problem

A (100) silicon film of thickness $L=3$ nm lies between two thick oxide layers, as in the body of a symmetric double-gate transistor. The oxide conduction band lies $V=3.1$ eV above that of silicon. Find the ground-subband energy, allowing for the different electron masses in the two materials, and compare it with the value for impenetrable walls.

Take $z$ normal to the film, with $z=0$ at its centre and interfaces at $z=\pm a$, where $a=L/2$. The bands are flat and energies are measured from the silicon band edge. Silicon has six conduction valleys. In two of them the heavy longitudinal mass, taken here as $0.916\,m_0$, lies along $z$; in the other four the mass along $z$ is taken as $0.19\,m_0$. The heavy mass gives the lower confinement energy, so start with $m_w=0.916\,m_0$. For the oxide take the rough effective value $m_b=0.5\,m_0$.

At zero in-plane wavevector the envelope function obeys

$$
-\frac{\hbar^2}{2}\frac{d}{dz}\left[\frac{1}{m(z)}\frac{d\psi}{dz}\right]+V(z)\psi=E\psi .
$$

Placing $1/m$ between the derivatives makes the operator Hermitian. Other Hermitian orderings exist, so this choice is part of the model.

The interface conditions follow from the equation. A jump in $\psi$ would put a delta function in $\psi'$, and its derivative could not be balanced by the finite terms, so $\psi$ is continuous. Integrating from $a-\epsilon$ to $a+\epsilon$ gives

$$
-\frac{\hbar^2}{2}\left[\frac{\psi'}{m}\right]_{a-\epsilon}^{a+\epsilon}
=\int_{a-\epsilon}^{a+\epsilon}(E-V)\psi\,dz\;\longrightarrow\;0 ,
$$

because the integrand is finite. Hence $\psi'/m$ is continuous, while the slope itself jumps:

$$
\psi'_{\rm Si}=\frac{m_w}{m_b}\,\psi'_{\rm ox}.
$$

## First estimate by scaling

With hard walls, $\psi=\cos kz$ must vanish at $\pm L/2$. The lowest solution has $kL=\pi$, so

$$
E_{\rm hw}=\frac{\hbar^2\pi^2}{2m_wL^2}.
$$

Using $\hbar^2/(2m_0)=0.0381$ eV nm²,

$$
E_{\rm hw}=\frac{0.0381\,\pi^2}{0.916\times 3^2}\ \text{eV}=45.6\ \text{meV}.
$$

This is far below 3.1 eV, so a finite barrier should act almost like a hard wall moved slightly outward. To find the displacement, neglect $E$ beside $V$ in the oxide. The wave there decays as $e^{-\kappa_0(z-a)}$, with

$$
\kappa_0=\frac{\sqrt{2m_bV}}{\hbar}
=\sqrt{\frac{0.5\times3.1}{0.0381}}\ \text{nm}^{-1}
=6.38\ \text{nm}^{-1}.
$$

Its slope on the oxide side is $-\kappa_0\psi(a)$. On the silicon side the slope is therefore $-(m_w/m_b)\kappa_0\psi(a)$. The tangent to the silicon wave reaches zero at a distance

$$
\delta=\frac{\psi(a)}{|\psi'_{\rm Si}(a)|}
=\frac{m_b}{m_w\kappa_0}
=\frac{\hbar}{m_w}\sqrt{\frac{m_b}{2V}}
$$

beyond the interface. Here $\delta=(0.5/0.916)/6.38=0.0856$ nm. Replacing $L$ by $L+2\delta$ in the hard-wall formula gives

$$
E_{\rm est}=\frac{E_{\rm hw}}{(1+2\delta/L)^2}
=\frac{45.613}{(3.171/3)^2}\ \text{meV}=40.82\ \text{meV}.
$$

When $\delta\ll L$, the reduction is approximately $4\delta E_{\rm hw}/L$. At fixed masses and barrier height it scales as $L^{-3}$, whereas the energy itself scales as $L^{-2}$.

## Exact solution of the model

A bound state has $0<E<V$. The lower limit holds because multiplying the equation by $\psi^*$ and integrating expresses $E$ as a positive kinetic term plus a non-negative potential term. Define

$$
k=\frac{\sqrt{2m_wE}}{\hbar},\qquad
\kappa=\frac{\sqrt{2m_b(V-E)}}{\hbar}.
$$

The film is symmetric, so solutions can be chosen even or odd. An even solution is

$$
\psi=\begin{cases}
\cos kz, & |z|<a,\\
\cos(ka)\,e^{-\kappa(|z|-a)}, & |z|>a,
\end{cases}
$$

which is already continuous. At $z=a$, continuity of $\psi'/m$ requires

$$
-\frac{k}{m_w}\sin ka=-\frac{\kappa}{m_b}\cos ka .
$$

If $\cos ka$ were zero, the left side would not vanish, so division by $-\cos ka$ is allowed:

$$
\frac{k}{m_w}\tan\frac{kL}{2}=\frac{\kappa}{m_b}.
$$

On $0<ka<\pi/2$ the left side rises from zero with $E$, while the right side falls. If $ka$ can reach $\pi/2$ before $E$ reaches $V$, the left side grows without limit and the curves cross. Otherwise the right side falls to zero at $E=V$ while the left side is positive, and again they cross. There is therefore one root in this interval.

It is the ground state. An odd solution, $\psi=\sin kz$ inside, requires $-(k/m_w)\cot ka=\kappa/m_b$. This needs a negative cotangent and hence $ka>\pi/2$. Other even roots also have larger $ka$. Since the ground state has $ka<\pi/2$, its energy lies below $E_{\rm hw}$ for any finite barrier in this model.

For iteration, take the arctangent of the inverted condition:

$$
\frac{kL}{2}=\frac{\pi}{2}-\arctan\frac{m_bk}{m_w\kappa}.
$$

Starting from $k=\pi/(L+2\delta)=0.9907$ nm⁻¹ and updating $\kappa$ as well, repeated substitution settles at

$$
k=0.99045\ \text{nm}^{-1},\qquad \kappa=6.3362\ \text{nm}^{-1}.
$$

Then $kL/2=1.48568$, just below $\pi/2$. Both sides of the matching equation equal 12.672 nm⁻¹$\,m_0^{-1}$. The energy is

$$
E=\frac{\hbar^2k^2}{2m_w}
=\frac{0.0381\times0.99045^2}{0.916}\ \text{eV}
=40.80\ \text{meV}.
$$

**The ground-subband energy is 40.8 meV, against 45.6 meV for hard walls.** The finite barrier lowers it by 4.8 meV, or 10.5% of the hard-wall value. Relative to the finite-barrier result, the hard-wall value is 11.8% too high.

As a separate test, the differential equation was discretized in divergence form and diagonalized, without imposing the slope condition. With 2.5 nm of oxide on each side, extrapolation from grid spacings of 0.01 and 0.005 nm also gave 40.803 meV. On the finer grid the slope ratio at the interface was 1.833, compared with $m_w/m_b=1.832$. This confirms the solution of the stated equation, not the choice of operator ordering.

## Comparing the estimate with the exact solution

The estimate exceeds the exact value by only 0.019 meV. To see why, write $\kappa=\kappa_0\sqrt{1-E/V}$. The argument of the arctangent becomes

$$
u=\frac{m_bk}{m_w\kappa}=\frac{k\delta}{\sqrt{1-E/V}}.
$$

From the definitions of $k$ and $\delta$,

$$
(k\delta)^2=\frac{2m_wE}{\hbar^2}\,\frac{\hbar^2m_b}{2m_w^2V}
=\frac{m_b}{m_w}\frac{E}{V}.
$$

Use $\arctan u\simeq u-u^3/3$ and $(1-E/V)^{-1/2}\simeq1+E/(2V)$. To first order in $E/V$ beyond the leading term,

$$
\arctan u\simeq k\delta(1+c),\qquad
c=\frac{E}{V}\left(\frac12-\frac{m_b}{3m_w}\right).
$$

The matching condition is then $k[L+2\delta(1+c)]=\pi$, and

$$
\frac{E}{E_{\rm est}}
\simeq\left[\frac{L+2\delta}{L+2\delta+2\delta c}\right]^2
\simeq1-\frac{4\delta c}{L+2\delta}.
$$

For this film $c=0.0132(0.500-0.182)=0.0042$. The predicted correction is $-0.0185$ meV, which accounts for the difference. With the film and masses held fixed, the actual relative error agreed with this law within 5% at $V=3.1$ eV and within 1% at 31 and 310 eV.

The light-mass valleys provide a harder case. Changing only the silicon mass to $0.19\,m_0$ gives $\delta=0.413$ nm. The hard-wall energy is 219.9 meV, the estimate is 135.3 meV, and the exact result is 136.2 meV. The estimate is now too low because $m_b/m_w>3/2$ makes $c$ negative. The hard wall is a poor approximation here: the finite barrier removes 38% of its energy.

This changes the energy separation between the heavy-mass and light-mass valleys. Hard walls give $219.9-45.6=174.3$ meV, whereas finite barriers give $136.2-40.8=95.4$ meV. The heavy-mass subband remains lowest, and the next heavy-mass subband is at 163.0 meV. For parabolic in-plane bands and nondegenerate occupation at 300 K, the population of the four light-mass valleys relative to the ground subband is

$$
\frac{4\sqrt{0.916\times0.19}}{2\times0.19}
\exp\left(-\frac{95.4}{25.85}\right)=0.11 .
$$

The prefactor is the ratio of valley numbers times in-plane density-of-states masses. The separation is far more sensitive to the inputs than the ground level. Oxide masses of 0.3 and $0.9\,m_0$ give 108 and 80 meV, hence populations of about 0.07 and 0.20. A nonparabolicity coefficient of 0.5 eV⁻¹ applied to both levels gives 88 to 94 meV, depending on whether the matching condition is solved again.

The approximation also has a clear limit. As $L\to0$ at fixed $V$, $k$ remains bounded because $E<V$, so the left side of the matching equation tends to zero. Hence $\kappa\to0$ and $E\to V$, while the hard-wall energy diverges.

## What the mass jump does

The displacement $\delta$ differs from the decay length $1/\kappa=0.158$ nm by approximately the factor $m_b/m_w$. If the oxide mass is kept at $0.5\,m_0$ but $\psi'/\psi$ is made continuous, that factor is lost and the energy becomes 37.4 meV. This contradicts the equation stated above, but it is the correct condition for another Hermitian ordering, $m^{-1/2}p^2m^{-1/2}/2$, for which $m^{-1/2}\psi$ and its slope are continuous. The 3.4 meV difference therefore shows how much the choice of ordering matters. For the light-mass valleys that ordering gives 179.5 meV instead of 136.2 meV. Setting the oxide mass equal to $0.916\,m_0$ gives 39.3 meV.

At fixed $V$, $\delta\propto\sqrt{m_b}$. A lighter oxide mass therefore brings the energy closer to the hard-wall value, even though the tail becomes longer. The flux condition forces a steeper slope in silicon and a smaller amplitude at the interface.

The probability of finding the electron in the oxide follows from the same wavefunction. With $\theta=kL/2$, the integral of $\psi^2$ over the film is $L/2+\sin2\theta/(2k)$. The two tails together contribute $2\cos^2\theta/(2\kappa)$. Thus

$$
P=\frac{\cos^2\theta/\kappa}
{L/2+\sin2\theta/(2k)+\cos^2\theta/\kappa}
=\frac{0.00114}{1.5+0.0855+0.00114}=0.072\%.
$$

For a normalized state, differentiating $E=\langle H\rangle$ with respect to $V$ leaves only $\langle\partial H/\partial V\rangle$; the terms from changing $\psi$ cancel because $H$ is Hermitian and the norm is fixed. Therefore $dE/dV=P$. Raising the barrier by 0.1 eV raises the level by only 0.07 meV.

## Reading the result for a transistor

The barrier height and silicon masses are rough typical values for silicon and SiO₂. A film or fin whose confining surfaces are not (100) needs different confinement masses. The oxide mass is uncertain: values of 0.3 and $0.9\,m_0$ give 41.8 and 39.3 meV. Removing or adding one atomic layer, taken as 0.136 nm, gives 44.5 or 37.5 meV, a change comparable with the whole finite-barrier correction. A rough nonparabolicity coefficient $\alpha=0.5$ eV⁻¹, applied through $E(1+\alpha E)=40.8$ meV without solving the matching condition again, lowers the level by 0.8 meV.

The flat-band assumption fails when the channel fills. Electron repulsion raises the potential energy at the centre relative to the interfaces. A self-consistent Hartree calculation for a symmetric film, with all electrons placed in the ground subband as at zero temperature, gives:

| Sheet density | Centre-to-interface drop | Level above centre edge |
|---|---:|---:|
| $10^{12}$ cm⁻² | 7.9 meV | 39.4 meV |
| $10^{13}$ cm⁻² | 77 meV | 26.7 meV |

As far as band bending is concerned, the flat-band result therefore suits a symmetric, weakly filled channel. Exchange and correlation are left out of the table. An unscreened Hartree–Fock estimate at $10^{12}$ cm⁻² lowers the subband edge by about 20 meV with the silicon permittivity everywhere, and by about 7 meV with metal gates behind 1 nm of oxide. At the higher density the zero-temperature Fermi energy is 63 meV above the subband edge, so nondegenerate statistics no longer apply.

Image charges matter too. For thick oxide, the dielectric contrast is $\gamma=(11.7-3.9)/(11.7+3.9)=0.5$. An electron at the film centre has two images of relative strength $\gamma^n$ at each distance $nL$. Including the factor 1/2 for induced charge, its classical image energy is

$$
\Sigma=\frac{e^2}{4\pi\epsilon_0\epsilon_sL}\sum_{n=1}^{\infty}\frac{\gamma^n}{n}
=-\frac{e^2\ln(1-\gamma)}{4\pi\epsilon_0\epsilon_sL}
=28\ \text{meV},
$$

where the relative permittivities are model inputs, $\epsilon_s=11.7$ for silicon and 3.9 for the oxide. Solving the same electrostatic problem with metal gates behind 1 nm of oxide gives $-4.8$ meV, since the metal images attract the electron. These are centre values, not averages over the subband. Towards the interfaces the image energy rises, and with gates it changes sign, so $-4.8$ meV should not be read as the shift of the level. The thick-oxide case, where the image energy is positive throughout the film, shows that the surroundings can shift the level by more than the finite barrier does.

Apart from these electrostatic shifts, finite oxide thickness has little effect on the confinement energy. For 1 nm of oxide the tunnelling factor $e^{-2\kappa t}$ is $3\times10^{-6}$, and a hard wall behind that oxide shifts the level by 28 neV. This is not a leakage calculation. The model also treats the two heavy-mass valleys as independent. Abrupt interfaces couple them, and a simple tight-binding chain of this length splits them by 3 to 7 meV, depending on the number of layers. The value 40.8 meV is precise for the stated model. For a real film the confinement energy is uncertain by several meV, and image and exchange terms can move the absolute level by tens of meV.

## Computed values

```
film width: 3.0 nm
barrier height: 3.1 eV
silicon longitudinal mass: 0.916 m0
silicon transverse mass: 0.190 m0
oxide mass: 0.500 m0
hbar^2/(2 m0): 0.038100 eV nm^2
hard-wall energy: 45.613 meV
matched ground energy: 40.803 meV
ground energy by diagonalization: 40.803 meV
matched minus hard wall: -4.809 meV
reduction relative to hard wall: 10.54 %
hard-wall excess over matched: 11.79 %
k in silicon: 0.99045 1/nm
decay constant in oxide: 6.33618 1/nm
k L/2: 1.48568 rad
left side (k/mw) tan(kL/2): 12.6724 1/(nm m0)
right side q/mb: 12.6724 1/(nm m0)
slope ratio silicon/oxide on grid: 1.8329 (no unit)
mass ratio silicon/oxide: 1.8320 (no unit)
width extension delta per side: 0.0856 nm
amplitude decay length in oxide: 0.1578 nm
effective-width energy: 40.822 meV
predicted error correction: -0.0185 meV
probability in both oxides: 0.0719 %
energy change for +0.1 eV barrier: 0.070 meV
equal masses 0.916 m0: 39.295 meV
incorrect continuous derivative: 37.398 meV
energy with oxide mass 0.3 m0: 41.815 meV
energy with oxide mass 0.9 m0: 39.345 meV
one atomic layer: 0.1358 nm
energy one layer thinner: 44.532 meV
energy one layer thicker: 37.524 meV
rough nonparabolicity coefficient: 0.5 1/eV
nonparabolic shift: -0.800 meV
light-mass valley hard-wall energy: 219.90 meV
light-mass valley matched energy: 136.18 meV
second heavy-mass subband: 162.99 meV
thermal energy at 300 K: 25.85 meV
light/ground population, nondegenerate 300 K: 0.110 (no unit)
1e12 cm^-2: centre-to-interface drop: 7.93 meV
1e12 cm^-2: level above centre edge: 39.38 meV
1e13 cm^-2: centre-to-interface drop: 77.05 meV
1e13 cm^-2: level above centre edge: 26.71 meV
1e13 cm^-2: Fermi energy above subband, 0 K: 63.00 meV
silicon relative permittivity: 11.7 (no unit)
oxide relative permittivity: 3.9 (no unit)
centre image energy, thick oxide: 28.44 meV
centre image energy, gates behind 1 nm oxide: -4.83 meV
tunnelling factor exp(-2qt), t = 1 nm: 3.14e-06 (no unit)
level shift, hard wall behind 1 nm oxide: 27.6 neV
```
